# Projected Range and Concentration Peak in Skewed Implantation Profiles

## What symmetry and dimensions allow

Ions implanted into a solid come to rest at different depths $x$, measured from the surface along the inward normal. Let $f(x)$ be the probability density of the stopping depth for the ions that stay in the target. The projected range is the mean depth,

$$R_p=\int x\,f(x)\,dx ,$$

and the concentration peak is the mode $x_m$, the depth at which $f$ is largest. Can one be used for the other?

Let $\sigma$ be the standard deviation of the depth, called the range straggling, and write $f(x)=F(z)/\sigma$ with $z=(x-R_p)/\sigma$. The function $F$ carries the shape alone. If its maximum is at $z_m$, then

$$R_p-x_m=-\sigma z_m .$$

The gap is therefore $\sigma$ times a pure number fixed by the shape. Reflecting the profile about its mean changes the sign of $z_m$, so this number is odd under reflection. It vanishes for a symmetric profile with a single peak.

The simplest measure of asymmetry that is also odd under reflection is the skewness

$$\gamma=\frac{\kappa_3}{\sigma^3},\qquad \kappa_3=\int (x-R_p)^3f(x)\,dx .$$

If a small $\gamma$ controls the departure from a Gaussian smoothly, the gap must have the form $R_p-x_m=a\gamma\sigma$ to leading order, with a numerical constant $a$. Symmetry does not supply $a$, and it does not say what happens when the skewness is large. A stopping model with large skewness shows that the gap can matter before any annealing takes place.

## A counter-example: many small deflections

Let the ions enter an amorphous target along the normal. A continuous drag brings each of them to rest after the same path length $L$, while many small collisions turn its direction. After path $s$, the two transverse angles $\theta_x$ and $\theta_y$ are independent Gaussian variables, each of variance $qs$. The constant $q$ is the angular variance gained per unit path. For $qL\ll1$ the angles stay small, $\cos\theta\approx1-\theta^2/2$, and the final depth is

$$x=\int_0^L\cos\theta\,ds\approx L-\frac12\int_0^L(\theta_x^2+\theta_y^2)\,ds .$$

Put $s=Lu$ and $\theta_{x,y}=\sqrt{qL}\,B_{x,y}(u)$. Each $B$ is then a Brownian path with variance $u$, and

$$x=L-cT,\qquad c=\frac{qL^2}{2},\qquad T=\int_0^1(B_x^2+B_y^2)\,du .$$

**The mean.** Since $\langle B_x^2+B_y^2\rangle=2u$, we have $\langle T\rangle=\int_0^1 2u\,du=1$, and so $R_p=L-c$.

**The distribution of $T$.** The covariance of one Brownian path is $\min(u,v)$. Its eigenfunctions satisfy $\int_0^1\min(u,v)\phi(v)\,dv=\mu\phi(u)$. Differentiating twice gives $\mu\phi''=-\phi$, with $\phi(0)=0$ and $\phi'(1)=0$. Hence

$$\phi_j=\sqrt2\,\sin\!\left[(j-\tfrac12)\pi u\right],\qquad \mu_j=\frac{1}{(j-\frac12)^2\pi^2},\qquad j=1,2,\dots$$

Expanding both paths in these orthonormal functions gives $T=\sum_j\mu_j(\xi_j^2+\eta_j^2)$, where $\xi_j$ and $\eta_j$ are independent standard normal variables. For one of them,

$$\langle e^{-p\mu\xi^2}\rangle=\int\frac{e^{-\xi^2(1+2p\mu)/2}}{\sqrt{2\pi}}\,d\xi=(1+2p\mu)^{-1/2}.$$

Each $j$ supplies two such factors. With the product formula for the hyperbolic cosine,

$$\langle e^{-pT}\rangle=\prod_{j}\left[1+\frac{2p}{(j-\frac12)^2\pi^2}\right]^{-1}=\frac{1}{\cosh\sqrt{2p}} .$$

To recover the density, set $a=\sqrt{2p}$ and expand in exponentials:

$$\frac1{\cosh a}=\frac{2e^{-a}}{1+e^{-2a}}=2\sum_{k=0}^\infty(-1)^k e^{-(2k+1)a}.$$

Each exponential is the Laplace transform of a known function: for $m>0$,

$$\int_0^\infty e^{-pt}\,\frac{m\,e^{-m^2/(2t)}}{\sqrt{2\pi t^3}}\,dt=e^{-ma}.$$

To see this, complete the square: $pt+m^2/(2t)=ma+w^2/2$ with $w=a\sqrt t-m/\sqrt t$. It remains to show that $J_1=\int_0^\infty m\,t^{-3/2}e^{-w^2/2}dt$ equals $\sqrt{2\pi}$. The substitution $t\to m^2/(a^2t)$ changes $w$ to $-w$ and turns $J_1$ into $J_2=\int_0^\infty a\,t^{-1/2}e^{-w^2/2}dt$, so $J_1=J_2$. Because $2\,dw=(a\,t^{-1/2}+m\,t^{-3/2})\,dt$, their sum is $2\int_{-\infty}^{\infty}e^{-w^2/2}dw=2\sqrt{2\pi}$, which proves the claim. Taking $m=2k+1$ in each term,

$$f_T(t)=\frac{2}{\sqrt{2\pi t^3}}\sum_{k=0}^\infty(-1)^k(2k+1)\,e^{-(2k+1)^2/(2t)} .$$

**The mode.** The logarithm of the $k=0$ term has derivative $-3/(2t)+1/(2t^2)$, which vanishes at $t=1/3$. There the next term is smaller by the factor $3e^{-12}$, about two parts in $10^5$. Maximising the series numerically gives $t=0.3333$. Since $x=L-cT$,

$$x_m\approx L-\frac c3,\qquad x_m-R_p\approx\frac{2c}{3}.$$

The peak lies deeper than the projected range. No ion can stop beyond $L$. Most ions lose less depth than the average $c$, and a minority with a large mean square angle along the path lose much more. This minority forms a tail towards the surface, which pulls the mean back while the peak stays near the limit.

**Width and skewness.** Integrating $\tanh y=y-y^3/3+2y^5/15-\dots$ gives $\ln\cosh y=y^2/2-y^4/12+y^6/45-\dots$. With $y^2=2p$,

$$\ln\langle e^{-pT}\rangle=-p+\frac{p^2}{3}-\frac{8p^3}{45}+\dots$$

Comparison with $-p\langle T\rangle+p^2\kappa_2/2-p^3\kappa_3/6$ gives variance $2/3$ and third central moment $16/15$ for $T$. Depth decreases as $T$ grows, so the skewness of the depth is negative:

$$\sigma=c\sqrt{2/3},\qquad \gamma=-\frac{16/15}{(2/3)^{3/2}}=-1.96 .$$

In this small-angle limit the skewness does not depend on $q$. Weaker scattering shrinks the gap and the straggling together, and their ratio stays at $(2/3)/\sqrt{2/3}=\sqrt{2/3}$.

### Numbers

Take the round values $L=400$ nm and $qL=0.1$. Then $c=0.1\times400/2=20$ nm, and

- $R_p=400-20=380$ nm
- $x_m=400-20/3=393.3$ nm
- $x_m-R_p=13.3$ nm
- $\sigma=20\sqrt{2/3}=16.3$ nm

The concentration is the dose times $f_T/c$. For a dose of $10^{14}$ cm$^{-2}$, the series gives $4.6\times10^{19}$ cm$^{-3}$ at the peak and $2.3\times10^{19}$ cm$^{-3}$ at $R_p$. At its own projected range this profile has about half of its peak concentration. Nor does $R_p$ divide the ions equally: numerical integration of $f_T$ from 0 to 1 puts 63% of them deeper than $R_p$.

The small-angle step can be avoided by following the direction as a random walk on the unit sphere. Each small rotation multiplies the mean direction by $1-q\,ds$, because each of the two transverse angles contributes $-q\,ds/2$ to the mean cosine. Hence $\langle\cos\theta\rangle=e^{-qs}$ and

$$R_p=\int_0^Le^{-qs}ds=\frac{1-e^{-qL}}{q}=380.65\ \text{nm}.$$

A simulation of 150 000 ions with 100 steps each gives a mean of 380.6 nm, a straggling of 15.5 nm and a skewness of $-1.88$. The last digits of the straggling and the skewness are not significant: the exact moments of this walk are 15.4 nm and $-1.84$. A smooth curve fitted to the top of the simulated histogram peaks near 393 nm. The gap is thus not a product of the small-angle approximation.

The model is simplified. Real scattering strengthens as the ion slows, so $q$ is not constant; the path length itself fluctuates; and occasional large-angle collisions are left out. All three omissions can change the size of the gap. Large-angle collisions, for example, add ions to the tail towards the surface and so lower the mean. A spread of the path length blurs the steep deep edge of the profile. As a rough estimate, treat it as an independent Gaussian displacement of the final depth. It then acts like the diffusion in the last section, where a spread of 20 nm cuts the gap to about 4 nm; letting $c$ vary with the path length as well lowers this to about 3 nm. Within the present model, keeping nearly the full gap of 13 nm therefore requires a path-length spread much smaller than $c$. The numbers illustrate the mechanism and do not describe a particular ion and target.

## The opposite sign: a tail into the solid

A second idealised model gives the opposite sign. Real ions lose energy gradually and are deflected, but here let the ion fly straight, with independent exponential free paths of mean $\lambda$, and come to rest at its $n$-th collision. For $n=1$ the density is $e^{-x/\lambda}/\lambda$. Each further flight convolves the density with the same exponential, and $\int_0^x y^{n-2}dy=x^{n-1}/(n-1)$ carries the result from $n-1$ to $n$:

$$f(x)=\frac{x^{n-1}e^{-x/\lambda}}{(n-1)!\,\lambda^n}.$$

For $n\ge2$, $f'=0$ requires $(n-1)/x=1/\lambda$, so $x_m=(n-1)\lambda$. The mean is the sum of $n$ mean flights, $R_p=n\lambda$. The peak is now shallower than the projected range, by one mean free path.

One flight has variance $\lambda^2$ and third central moment $(6-6+3-1)\lambda^3=2\lambda^3$. Both add over independent flights, so $\sigma=\sqrt n\,\lambda$ and $\gamma=2n\lambda^3/(n^{3/2}\lambda^3)=2/\sqrt n$. For $n=10$ and $\lambda=5$ nm, $R_p=50$ nm, $x_m=45$ nm, $\sigma=15.8$ nm and $\gamma=0.63$. As $n$ grows, the gap stays at $\lambda$ but becomes small compared with $\sigma$.

## The general statement and its proof

**Statement.** Let the profile be nearly Gaussian, with standardised cumulants $\kappa_r/\sigma^r$ of order $\varepsilon^{r-2}$ for a small parameter $\varepsilon$, as for a sum of about $1/\varepsilon^2$ comparable independent contributions. Let the resulting expansion hold uniformly for the density and its first two derivatives. Then, to leading order,

$$R_p-x_m=\frac{\gamma\sigma}{2}.$$

**Proof.** The characteristic function of $z$ is

$$\langle e^{ikz}\rangle=e^{-k^2/2}\left[1+\frac{\gamma}{6}(ik)^3+O(\varepsilon^2)\right].$$

On inversion with $e^{-ikz}$, a factor $ik$ becomes $-d/dz$. Let $\varphi$ be the standard normal density. From $\varphi'=-z\varphi$ follow $\varphi''=(z^2-1)\varphi$ and $\varphi'''=(3z-z^3)\varphi$. Therefore

$$F(z)=\varphi(z)\left[1+\frac\gamma6(z^3-3z)\right]+O(\varepsilon^2).$$

Differentiate, using $\varphi'=-z\varphi$ once more:

$$F'(z)=\varphi(z)\left[-z-\frac{\gamma}{6}(z^4-6z^2+3)\right]+O(\varepsilon^2).$$

For small $\varepsilon$, $F$ is uniformly close to $\varphi$, so its maximum lies near $z=0$, where $F''\approx-\varphi(0)<0$ makes the stationary point unique. There $z^2$ and $z^4$ can be dropped beside 3, which leaves $z_m=-\gamma/2$. Inserting this in $R_p-x_m=-\sigma z_m$ proves the statement and fixes the constant as $a=1/2$.

In the collision model, $\gamma\sigma/2=(2/\sqrt n)(\sqrt n\,\lambda)/2=\lambda$, so the rule happens to be exact there. In the deflection model the skewness is not small: the rule gives 16.0 nm for a gap of 13.3 nm. The sign is right, but the size is 20% above the model's own value.

## Skewness alone is not enough

The condition on the higher cumulants cannot simply be dropped. Consider the unnormalised density

$$g(z)=\begin{cases}e^{-z^2/2}, & z\ge0\\ e^{-z^4/b^4}, & z<0\end{cases}\qquad b^2=\frac{4}{\sqrt\pi}.$$

It has a single peak at $z=0$, where its slope is continuous and zero. The first moment of the right side is $\int_0^\infty ze^{-z^2/2}dz=1$. On the left, with $y=-z$ and $w=y^2$, its magnitude is $\frac12\int_0^\infty e^{-w^2/b^4}dw=b^2\sqrt\pi/4=1$. The two cancel, so the mean is also at zero. The third moments are $2$ on the right and $b^4/4=4/\pi$ on the left, and their difference $2-4/\pi=0.727$ is positive. After normalisation, by numerical integration, the skewness is 0.34. This profile is skewed, yet its mean and mode coincide. The same can happen at weak skewness. Mix a small fraction $s$ of the normalised profile with a fraction $1-s$ of the standard normal density. Both parts have their mean and their peak at zero, so the mixture has no gap, while its skewness is proportional to $s$ to leading order. The rule would predict a gap of that same order. The fourth and fifth cumulants are here also of order $s$, not $s^2$ and $s^3$, so the condition of the statement is violated. The fourth, being even, does not move the peak at first order; odd cumulants beyond the third do, so $\gamma$ alone no longer fixes the gap.

The reason is that the mean balances the whole profile, whereas the mode of a single-peaked profile depends only on where the slope vanishes. A single number such as $\gamma$ links them only when the rest of the shape is constrained.

## What annealing does to the gap

Suppose the implanted atoms later diffuse with constant diffusivity $D$ for a time $t$, far from the surface. Each atom gains an independent Gaussian displacement of mean zero and variance $2Dt$. The mean depth and $\kappa_3$ are unchanged, while $\sigma^2$ grows by $2Dt$. Where the conditions of the general statement hold, the gap $\gamma\sigma/2=\kappa_3/(2\sigma^2)$ therefore shrinks in magnitude. Weak skewness alone does not ensure this: the mixture of the previous section has no gap before diffusion and acquires one during it.

The gap of the strongly skewed deflection profile also shrinks, although the rule does not give its size. A finite-difference solution of the diffusion equation, with a reflecting surface and $\sqrt{2Dt}=20$ nm, leaves the mean at 380.0 nm and moves the peak to 384.0 nm. The gap falls from 13.3 nm to 4.0 nm. The skewness has dropped to $-0.50$, yet $|\kappa_3|/(2\sigma^2)$ gives 6.4 nm, about 60% too much, because the higher cumulants are still far from the orders that the statement requires. In this example annealing brings the peak towards $R_p$; the separation was made by the stopping process. A constant $D$ is an idealisation: in real implants the diffusivity can depend on concentration and on implantation damage, and then the mean and $\kappa_3$ need not be preserved.

To obtain $R_p$ from a measured as-implanted profile $C(x)$, one first subtracts the measurement background and then evaluates $\int xC\,dx/\int C\,dx$ over the full profile, tails included. The subtraction matters: for a dose of $10^{14}$ cm$^{-2}$ with its mean at 380 nm, a constant background of $10^{16}$ cm$^{-3}$ left in over a depth of 2000 nm adds only 2% to the dose but moves the computed mean to 392 nm. Reading off the depth of the maximum gives $x_m$. Both readings assume that the measurement itself does not distort the profile appreciably. If it displaces the recorded depths by an independent random amount with mean $\delta$, the computed mean is $R_p+\delta$, and the maximum can move by a different amount.
